# Relative displacement variance of harmonic lattices in one, two and three dimensions: verification in Python

```python
# Result under test: the relative displacement variance
#     B_d(n) = <(u_n - u_0)^2>   (one Cartesian component)
# of a harmonic simple cubic lattice in d dimensions grows for T > 0 like
# n (d=1), like log n (d=2), and saturates (d=3); at T = 0 the chain
# grows like log n, while the square lattice saturates.
# Symbols: m mass, K nearest-neighbour spring, w0 = sqrt(K/m),
#   n distance in lattice spacings, t = k_B T/(hbar w0), w = omega/w0.
# Natural units of variance: hbar/(m w0) (quantum), k_B T/K (classical);
#   k_B T/K equals t times hbar/(m w0).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import i0e

pi = np.pi
gamma = np.euler_gamma


def chain_thermal(n, t, terms=200000):
    """Derived chain formula, unit hbar/(m w0); the tail is integrated."""
    s = pi * t * np.arange(1, terms + 1)
    kappa = 2 * np.arcsinh(s)
    sinh_kappa = 2 * s * np.sqrt(1 + s**2)
    tail = np.arcsinh(1 / (pi * t * (terms + 0.5))) / (2 * pi * t)
    total = np.sum(-np.expm1(-kappa * n) / sinh_kappa) + tail
    return t * (n + 2 * total)


def odd_sum(n):
    """(2/pi) * sum of the first n odd reciprocals."""
    return 2 / pi * np.sum(1 / (2 * np.arange(1, n + 1) - 1.0))


def square_law(r):
    """Asymptotic classical square-lattice variance, unit k_B T/K."""
    return (np.log(r) + gamma + 1.5 * np.log(2)) / pi


def squared_frequencies(d, size):
    """w^2 of all modes of a periodic crystal with size^d atoms."""
    one = 4 * np.sin(pi * np.arange(size) / size)**2
    total = np.zeros((size,) * d)
    for axis in range(d):
        shape = [1] * d
        shape[axis] = size
        total = total + one.reshape(shape)
    return total


def mode_sum(d, size, power, factor):
    """Fourier sum of factor*(w^2)^power without the uniform mode."""
    w2 = squared_frequencies(d, size)
    w2[(0,) * d] = 1.0
    weight = factor * w2**power
    weight[(0,) * d] = 0.0
    return np.fft.ifftn(weight).real


def quantum_remainder(d, size, t):
    """Quantum minus classical mode weight, unit hbar/(m w0)."""
    w2 = squared_frequencies(d, size)
    w2[(0,) * d] = 1.0
    w = np.sqrt(w2)
    rest = 1 / (w * np.tanh(w / (2 * t))) - 2 * t / w2
    rest[(0,) * d] = 1 / (6 * t)      # limit of zero frequency
    return rest


# --- Thermal variance of one oscillator from a Gibbs average on a grid
x = np.linspace(-9, 9, 501)
dx = x[1] - x[0]
energy, states = eigh_tridiagonal(1 / dx**2 + x**2 / 2,
                                  np.full(x.size - 1, -0.5 / dx**2))
t_test = 0.7
boltz = np.exp(-(energy - energy[0]) / t_test)
x2_gibbs = np.sum(boltz * (x**2 @ states**2)) / np.sum(boltz)
# tolerance: second-order finite-difference error of the grid
assert abs(x2_gibbs - 0.5 / np.tanh(0.5 / t_test)) < 5e-4

# --- Open chain diagonalized; pairs of atoms placed around its middle
N = 1000
diagonal = np.full(N, 2.0)
diagonal[0] = diagonal[-1] = 1.0
w2_open, modes = eigh_tridiagonal(diagonal, np.full(N - 1, -1.0))
w_open = np.sqrt(w2_open[1:])         # uniform translation removed


def open_chain(n, mode_variance):
    i = (N - n) // 2
    return np.sum((modes[i + n, 1:] - modes[i, 1:])**2 * mode_variance)


for n in (1, 7, 60):
    assert abs(open_chain(n, 1 / w_open**2) - n) < 1e-7 * n
    for t in (0.01, 0.5, 2.5):
        direct = open_chain(n, 0.5 / (w_open * np.tanh(w_open / (2 * t))))
        assert abs(direct - chain_thermal(n, t)) < 1e-6
for n in (1, 5, 20):
    # free ends change the result by a term of order (n/N)^2
    assert abs(open_chain(n, 0.5 / w_open) - odd_sum(n)) < (n / N)**2
    log_law = (np.log(n) + gamma + 2 * np.log(2)) / pi
    assert abs(odd_sum(n) - log_law) < 0.05 / (pi * n**2)
ground_open_20 = open_chain(20, 0.5 / w_open)

# --- Crossover of the cold chain from logarithmic to linear growth
for t in (0.005, 0.01):
    for n in (3, 30, 300):
        arg = pi * n * t
        crossover = odd_sum(n) + np.log(np.sinh(arg) / arg) / pi
        # lattice dispersion corrects the thermal part at order t^2
        assert abs(chain_thermal(n, t) - crossover) < t**2

# --- Classical square lattice; finite size lowers B by about r^2/(2 L^2)
L2 = 2048
corr2 = mode_sum(2, L2, -1.0, 2.0)
for nx, ny in ((10, 0), (16, 0), (16, 8), (12, 12), (5, 14)):
    r2 = nx**2 + ny**2
    direct = corr2[0, 0] - corr2[nx, ny]
    assert abs(direct - square_law(np.sqrt(r2))) < r2 / L2**2 + 0.03 / r2
for n in (1, 4, 12):
    direct = corr2[0, 0] - corr2[n, n]
    assert abs(direct - odd_sum(n)) < 2 * n**2 / L2**2
square_10 = corr2[0, 0] - corr2[10, 0]
del corr2

# --- Classical cubic lattice: saturation and its 1/r approach
W3 = quad(lambda y: 2 * y * i0e(y * y)**3, 0, np.inf, epsabs=1e-11)[0]
L3 = 128
corr3 = mode_sum(3, L3, -1.0, 2.0)
for site in ((4, 0, 0), (10, 0, 0), (16, 0, 0), (5, 5, 5)):
    r = np.sqrt(sum(c * c for c in site))
    direct = corr3[0, 0, 0] - corr3[site]
    assert abs(direct - (W3 - 1 / (2 * pi * r))) < r**2 / L3**3 + 0.1 / r**3
cubic_10 = corr3[0, 0, 0] - corr3[10, 0, 0]
del corr3

# --- Square lattice at T = 0 saturates
G2 = quad(lambda s: 2 / np.sqrt(pi) * i0e(2 * s * s)**2, 0, np.inf,
          epsabs=1e-11)[0]
L0 = 1024
corr0 = mode_sum(2, L0, -0.5, 1.0)
for n in (6, 16, 30):
    direct = corr0[0, 0] - corr0[n, 0]
    assert abs(direct - (G2 - 1 / (2 * pi * n))) < n**2 / L0**3 + 0.1 / n**3

# --- Quantum remainder: exponentially decaying, hence only a constant
t = 0.3
kappa1 = 2 * np.arcsinh(pi * t)
for d, size in ((1, 512), (2, 256), (3, 64)):
    image = np.fft.ifftn(quantum_remainder(d, size, t)).real
    offset = image[(0,) * d]
    for n in (2, 5, 10):
        value = image[(n,) + (0,) * (d - 1)]
        assert 0 < value <= offset * np.exp(-kappa1 * n)
    t_hot = 5.0
    hot = np.mean(quantum_remainder(d, 64, t_hot))
    assert abs(6 * t_hot * hot - (1 - d / (30 * t_hot**2))) < 1e-4

# --- Worked example in Gaussian units
erg = 1e7                             # erg per joule
hbar = const.hbar * erg
kB = const.k * erg
mass_u, K, spacing, T, T_cold = 50.0, 2.0e4, 3.0, 300.0, 1.0
m = mass_u * const.atomic_mass * 1e3
w0 = np.sqrt(K / m)
A2 = 1e16                             # square angstrom per cm^2
q_unit = hbar / (m * w0) * A2
c_unit = kB * T / K * A2
t_room = kB * T / (hbar * w0)
t_cold = kB * T_cold / (hbar * w0)
C = [q_unit * np.mean(quantum_remainder(d, 64, t_room)) for d in (1, 2, 3)]
chain_offset = q_unit * (chain_thermal(1000, t_room) - 1000 * t_room)
assert abs(chain_offset - C[0]) < 1e-7

print(f"mass m = {mass_u:.1f} u")
print(f"spring K = {K:.3e} dyn/cm")
print(f"lattice spacing a = {spacing:.1f} angstrom")
print(f"w0 = sqrt(K/m) = {w0:.4e} 1/s")
print(f"hbar w0/k_B = {hbar * w0 / kB:.2f} K")
print(f"k_B T/(hbar w0) at {T:.0f} K = {t_room:.4f} (no unit)")
print(f"classical unit k_B T/K at {T:.0f} K = {c_unit:.6f} angstrom^2")
print(f"quantum unit hbar/(m w0) = {q_unit:.6f} angstrom^2")
for d in (1, 2, 3):
    print(f"quantum offset C_{d} at {T:.0f} K = {C[d-1]:.4e} angstrom^2")
high_T = hbar**2 / (6 * m * kB * T) * A2
print(f"hbar^2/(6 m k_B T) at {T:.0f} K = {high_T:.4e} angstrom^2")
print(f"cubic-lattice constant W = {W3:.6f} (no unit)")
print(f"square n=10 mode sum = {square_10:.4f} k_B T/K")
print(f"square n=10 log law = {square_law(10):.4f} k_B T/K")
print(f"cubic n=10 mode sum = {cubic_10:.4f} k_B T/K")
print(f"cubic n=10 1/n law = {W3 - 1 / (20 * pi):.4f} k_B T/K")
print(f"T=0 chain n=20 diagonalized = {ground_open_20:.4f} hbar/(m w0)")
print(f"T=0 chain n=20 exact sum = {odd_sum(20):.4f} hbar/(m w0)")
print(f"T=0 square-lattice limit = {G2:.4f} hbar/(m w0)")
for n in (10, 100, 1000):
    b1 = q_unit * chain_thermal(n, t_room)
    b2 = c_unit * square_law(n) + C[1]
    b3 = c_unit * (W3 - 1 / (2 * pi * n)) + C[2]
    print(f"B_1 at {T:.0f} K, n={n}: {b1:.5f} angstrom^2")
    print(f"B_2 at {T:.0f} K, n={n}: {b2:.5f} angstrom^2")
    print(f"B_3 at {T:.0f} K, n={n}: {b3:.5f} angstrom^2")
b3_limit = c_unit * W3 + C[2]
print(f"B_3 limit at {T:.0f} K = {b3_limit:.5f} angstrom^2")
print(f"rms of B_3 limit = {np.sqrt(b3_limit):.4f} angstrom")
print(f"crossover hbar w0/(pi k_B T) at {T_cold:.0f} K = "
      f"{1 / (pi * t_cold):.2f} spacings")
for n in (10, 100, 1000):
    print(f"chain T=0, n={n}: {q_unit * odd_sum(n):.5f} angstrom^2")
    print(f"chain {T_cold:.0f} K, n={n}: "
          f"{q_unit * chain_thermal(n, t_cold):.5f} angstrom^2")
    print(f"chain {T_cold:.0f} K, n={n}, n k_B T/K alone: "
          f"{q_unit * t_cold * n:.5f} angstrom^2")
n_chain = (spacing**2 - C[0]) / c_unit
ln_square = pi * (spacing**2 - C[1]) / c_unit - gamma - 1.5 * np.log(2)
ln_ground = pi * spacing**2 / q_unit - gamma - 2 * np.log(2)
print(f"rms = a, chain {T:.0f} K: n = {n_chain:.1f} spacings")
print(f"rms = a, square {T:.0f} K: log10 n = {ln_square / np.log(10):.1f}")
print(f"rms = a, chain T=0: log10 n = {ln_ground / np.log(10):.1f}")
print("tests ok")
```

Running it gives:

```
mass m = 50.0 u
spring K = 2.000e+04 dyn/cm
lattice spacing a = 3.0 angstrom
w0 = sqrt(K/m) = 1.5520e+13 1/s
hbar w0/k_B = 118.55 K
k_B T/(hbar w0) at 300 K = 2.5306 (no unit)
classical unit k_B T/K at 300 K = 0.020710 angstrom^2
quantum unit hbar/(m w0) = 0.008184 angstrom^2
quantum offset C_1 at 300 K = 5.3621e-04 angstrom^2
quantum offset C_2 at 300 K = 5.3348e-04 angstrom^2
quantum offset C_3 at 300 K = 5.3078e-04 angstrom^2
hbar^2/(6 m k_B T) at 300 K = 5.3899e-04 angstrom^2
cubic-lattice constant W = 0.505462 (no unit)
square n=10 mode sum = 1.2473 k_B T/K
square n=10 log law = 1.2476 k_B T/K
cubic n=10 mode sum = 0.4895 k_B T/K
cubic n=10 1/n law = 0.4895 k_B T/K
T=0 chain n=20 diagonalized = 1.5787 hbar/(m w0)
T=0 chain n=20 exact sum = 1.5786 hbar/(m w0)
T=0 square-lattice limit = 0.6429 hbar/(m w0)
B_1 at 300 K, n=10: 0.20763 angstrom^2
B_2 at 300 K, n=10: 0.02637 angstrom^2
B_3 at 300 K, n=10: 0.01067 angstrom^2
B_1 at 300 K, n=100: 2.07151 angstrom^2
B_2 at 300 K, n=100: 0.04155 angstrom^2
B_3 at 300 K, n=100: 0.01097 angstrom^2
B_1 at 300 K, n=1000: 20.71027 angstrom^2
B_2 at 300 K, n=1000: 0.05673 angstrom^2
B_3 at 300 K, n=1000: 0.01100 angstrom^2
B_3 limit at 300 K = 0.01100 angstrom^2
rms of B_3 limit = 0.1049 angstrom
crossover hbar w0/(pi k_B T) at 1 K = 37.74 spacings
chain T=0, n=10: 0.01111 angstrom^2
chain 1 K, n=10: 0.01114 angstrom^2
chain 1 K, n=10, n k_B T/K alone: 0.00069 angstrom^2
chain T=0, n=100: 0.01711 angstrom^2
chain 1 K, n=100: 0.01966 angstrom^2
chain 1 K, n=100, n k_B T/K alone: 0.00690 angstrom^2
chain T=0, n=1000: 0.02311 angstrom^2
chain 1 K, n=1000: 0.08180 angstrom^2
chain 1 K, n=1000, n k_B T/K alone: 0.06903 angstrom^2
rms = a, chain 300 K: n = 434.6 spacings
rms = a, square 300 K: log10 n = 592.2
rms = a, chain T=0: log10 n = 1499.6
tests ok
```
